# Shirley background settings: how window and endpoint noise change peak area

A noise-free asymmetric core-level line with a total area of 10 000 counts eV is placed on a Shirley background and analysed between 10 eV below and 10 eV above its threshold. The iteration settles at 8425 counts eV. Yet 92.8 % of the line lies inside this window, so truncation explains less than half of the missing 16 %. The rest is lost because the method takes the peak intensity at the window edges for background. Two settings matter here: the window limits largely determine this bias, and together with the number of channels averaged at each end they determine the noise of the area.

## What the setting computes

Let $E$ be binding energy measured from the line threshold, $J(E)$ the counts per channel, and $[a,b]$ the window, with $L=b-a$. The endpoint levels are $I_a$ and $I_b$, and $D=I_b-I_a$. The method assumes that the background rises in proportion to the peak intensity already passed at lower binding energy. Starting from $B_0=I_a$, it repeats

$$B_{n+1}(E)=I_a+D\,\frac{\int_a^E (J-B_n)\,dE'}{\int_a^b (J-B_n)\,dE'} .$$

For channels of width $h$ the steps are:

1. Set each endpoint level to the mean of $m$ channels centred on the endpoint ($m$ odd). Centring removes the effect of a linear slope on the mean, but needs $(m-1)/2$ channels beyond the window.
2. Form $S_j=J_j-B_j$ and the running trapezoid sum $T_j=T_{j-1}+\tfrac h2(S_{j-1}+S_j)$, with $T=0$ at $a$.
3. Replace $B_j$ by $I_a+D\,T_j/T_{\rm last}$.
4. Repeat until the largest change of $B$ is below a tolerance. The area is then $T_{\rm last}$, computed with the final $B$.

## Where the iteration ends

At the fixed point write $S=J-B$, $A=\int_a^b S\,dE$ and $k=D/A$. Differentiating the iteration formula gives $B'=kS$. Since $B=J-S$, this is $S'+kS=J'$, or $(e^{kE}S)'=e^{kE}J'$. If the levels lie on the data, $S(a)=0$ and

$$S(E)=\int_a^E e^{-k(E-E')}J'(E')\,dE' .$$

The other end requires $S(b)=0$. Let $J$ rise to one maximum at $E_m$ and then fall, and let $D>0$. Multiplying the end condition by a positive constant turns it into

$$G(k)=\int_a^b e^{k(E-E_m)}J'(E)\,dE=0 .$$

Here $G(0)=D>0$. The derivative $G'(k)=\int (E-E_m)e^{k(E-E_m)}J'\,dE$ is negative, because $E-E_m$ and $J'$ have opposite signs on both sides of the maximum. For large $k$ the part above $E_m$ grows without limit and is negative. Hence there is one positive root. Moreover, $e^{kE}S$ rises from zero up to $E_m$ and falls back to zero at $b$, so $S\ge0$. In the example, solving for the root directly gives $k=0.0145$ /eV and the same area, 8425.0 counts eV, as the iteration.

To find the speed, let $e_n=B_n-B$, $A_n=\int_a^b(J-B_n)dE$ and $\phi=(B-I_a)/D=\frac1A\int_a^E S\,dE'$. Subtracting the fixed-point equation from the iteration gives

$$e_{n+1}=\frac{D}{A_n}\left[\int_a^E(S-e_n)\,dE'-\phi A_n\right].$$

Now insert $\int_a^E S\,dE'=\phi A$ and $A_n=A-\int_a^b e_n\,dE$. The terms in $A$ cancel, and splitting the full integral at $E$ leaves

$$e_{n+1}=\frac{D}{A_n}\left[\phi\int_E^b e_n\,dE'-(1-\phi)\int_a^E e_n\,dE'\right].$$

Because $0\le\phi\le1$, for $A_n>0$ the largest error is multiplied by at most $r=(D/A_n)\max_E[\phi(b-E)+(1-\phi)(E-a)]$, which is no larger than $DL/A_n$. With $A_n=A$ the example has $r=0.145$; the largest ratio observed was 0.074. The successive areas are 9581.8, 8490.9, 8427.7, 8425.1 and 8425.0 counts eV.

This also sets the tolerance. If the last change was $\Delta$, then $|e_n|\le|e_{n+1}|+\Delta$ in the maximum norm, so the remaining error is at most $r\Delta/(1-r)$. Near convergence, a tolerance of 0.1 count over 20 eV leaves an area error below about $20\times0.17\times0.1=0.34$ counts eV. The 16 % deficit is not an iteration error.

## The background acts almost as a step

Integrate the converged background and exchange the order of integration:

$$\int_a^b(B-I_a)\,dE=\frac DA\int_a^b S(E')(b-E')\,dE'=D(b-c),$$

where $c$ is the centroid of $S$. Therefore

$$A=\int_a^b(J-I_a)\,dE-D(b-c).$$

In the example $D=2153.6-2031.4=122.2$ counts and $c=0.535$ eV, so $A=9581.8-122.2\times9.465\approx8425$ counts eV. The subtracted area equals that of a sharp step at $c$.

The response to an error in a level must allow for the change of $k$. Vary $B'=k(J-B)$, treating $I_a$, $I_b$ and $J$ as independent:

$$\delta B'+k\,\delta B=S\,\delta k+k\,\delta J .$$

Multiply by $e^{kE}$, integrate over the window and divide by $e^{kb}$. With $W=\int_a^b e^{-k(b-E)}S\,dE$,

$$\delta I_b-e^{-kL}\delta I_a=W\,\delta k+k\int_a^b e^{-k(b-E)}\delta J\,dE .$$

From $A=D/k$ comes $\delta A=(\delta I_b-\delta I_a)/k-(A/k)\,\delta k$. Eliminating $\delta k$ gives

$$\frac{\partial A}{\partial I_b}=\frac{1-A/W}{k},\qquad \frac{\partial A}{\partial I_a}=-\frac{1-e^{-kL}A/W}{k},\qquad \frac{\delta A}{\delta J(E)}=\frac AW e^{-k(b-E)} .$$

For $kL\ll1$, $W\approx A[1-k(b-c)]$ and $A/W\approx1+k(b-c)$. The first two responses then become $-(b-c)$ and $-(c-a)$: each level error is multiplied by the distance from that endpoint to the centroid. A constant added to the whole spectrum must leave $A$ unchanged, and the three full responses do sum to zero for such a change.

Here $kL=0.29$. The full responses are $-10.10$ eV at $b$ and $-9.80$ eV at $a$, and displacing each level by half a count in the iteration reproduces them. The step estimates are $-9.47$ and $-10.54$ eV, off by 6 to 8 %.

## Endpoint noise

For independent Poisson channels the variance of $J_j$ is its mean. If $g_j$ is the total derivative of $A$ with respect to channel $j$, then to first order $\sigma_A^2=\sum_j g_j^2J_j$. A level averaged over $m$ channels has variance of about $I/m$, so the endpoint part is

$$\sigma_{\rm end}^2\approx\frac{1}{m}\left[\left(\frac{\partial A}{\partial I_a}\right)^2I_a+\left(\frac{\partial A}{\partial I_b}\right)^2I_b\right].$$

With $m=1$ this is $9.80^2\times2031+10.10^2\times2154\approx4.15\times10^5$, so $\sigma_{\rm end}\approx644$ counts eV, or 6.4 % of the true area. Counting noise inside the window, with the levels held fixed, gives 0.71 %. Two channels out of some two hundred thus dominate the error, because each is multiplied by about 10 eV while an ordinary channel is multiplied by about its width, 0.1 eV.

With $m=11$ the endpoint part falls to $644/\sqrt{11}=194$ counts eV. Adding 71 counts eV in quadrature would give 207, but the full result is 196. The difference is a correlation: about half of the averaged channels also lie inside the window, where they enter the area with the opposite sign. With a multiplier of about 10 eV at each end, the cross terms of both ends together are about $-2h\times10\,{\rm eV}\times I\approx-4200$ (counts eV)$^2$, and $\sqrt{194^2+71^2-4200}\approx196$.

In 3000 simulated Poisson spectra the standard deviations were 6.37 % for $m=1$ and 1.95 % for $m=11$, against 6.45 % and 1.96 % from the formula. In this window the linear theory gives the standard deviation well, although for $m=1$ the rise $D=122$ counts has an uncertainty of $\sqrt{2031+2154}\approx65$ counts.

## Window bias

Let the true spectrum be $J=P+B_t$ with $B_t'=k_0P$. Restricted to the window, $P$ is itself a Shirley solution, provided the levels are $B_t(a)$ and $B_t(b)$. The program instead reads $B_t+P$ at each end. The peak intensity left at the edges therefore acts as a level error, and to first order

$$A\approx\int_a^bP\,dE+P(a)\frac{\partial A}{\partial I_a}+P(b)\frac{\partial A}{\partial I_b},$$

with the responses evaluated for $P$ and $k_0$.

The example uses a line with finite area: a one-sided distribution proportional to $E^{\alpha-1}e^{-E/\xi}$ for $E>0$, with $\alpha=0.20$ and $\xi=4$ eV, convolved with a Lorentzian of half width $\gamma=1$ eV and a Gaussian of 0.5 eV full width. The base is 2000 counts and $k_0=0.01$ /eV. With $a=-10$ eV held fixed, in per cent of the true area:

| $b$ (eV) | in window | recovered | $\sigma$, $m=11$ |
|---|---|---|---|
| 6 | 88.7 | 75.4 | 1.5 |
| 10 | 92.8 | 84.3 | 2.0 |
| 20 | 95.3 | 90.3 | 3.2 |
| 30 | 95.9 | 91.6 | 4.7 |

The first-order formula agrees with the recovered areas to within 0.3 % of the true area. For $b=10$ eV, 7.2 % of the line is outside the window and a further 8.6 % is subtracted because the edges are not free of peak. This accounts for the opening deficit.

The size follows from the Lorentzian tail. At a distance $x$ from the line centre, $P\approx A_0\gamma/(\pi x^2)$, where $A_0$ is the total area. The missing tail is $\int_x^\infty P\,dE=A_0\gamma/(\pi x)$. The wrongly subtracted rectangle is $xP=A_0\gamma/(\pi x)$, equally large. Each side thus loses the fraction $2\gamma/(\pi x)$, for a weak step and $x\gg\gamma$. At 10 eV on both sides this is 12.7 % in all. With $\alpha=0$ and all other settings unchanged, the iteration loses 12.7 %; the asymmetric line loses 15.7 %. The asymmetry costs 3 % of the area in this window.

## When no total area exists

A pure Doniach–Šunjić line has a tail $CE^{\alpha-1}$ with no cut-off, and its integral grows as $b^\alpha$. The Shirley area has no plateau either. Take the window $[-b,b]$ with $b\gg\gamma$. The intensity on the sharp side falls as $|E|^{\alpha-2}$ and can be dropped, so that $I_a\approx0$ above a flat base. Write $E=bu$, $S=b^{\alpha-1}s(u)$ and $k=\kappa/b$. The fixed-point equation $S=J-k\int S\,dE'$ becomes

$$s(u)=Cu^{\alpha-1}-\kappa\int_0^u s\,du',\qquad s(1)=0,$$

which no longer contains $b$. Hence $A=b^\alpha\int_0^1s\,du$. Extending the window from $b=10^3$ to $10^4$ eV, a purely mathematical range, gave the exponent 0.2005 for $\alpha=0.20$. In this range each doubling adds about 15 %; for windows of a few tens of eV, where $b\gg\gamma$ holds less well, it adds more. An area quoted for such a line has a meaning only together with its window.

## Choosing the window and the averaging

For a window $[-x,x]$ and a weak step, the bias is $\beta/x$ with $\beta=4A_0\gamma/\pi$. The endpoint noise is $\eta x$ with $\eta=\sqrt{2I_0/m}$, where $I_0$ is the base level. Setting the derivative of $\beta^2/x^2+\eta^2x^2$ to zero gives

$$x_{\rm best}=\sqrt{\beta/\eta},\qquad \text{rms error}=\sqrt{2\beta\eta} .$$

At this point bias and noise are equal. Here $\beta=12\,700$ counts eV$^2$, while $\eta=63$ counts for $m=1$ and 19 counts for $m=11$, so $x_{\rm best}=14$ and 26 eV. A scan with the full formulas gives 16 and 26 eV, with rms errors of 13.6 and 7.2 %. Simulated spectra with $m=11$ gave 20.7 % at 8 eV, 7.4 % at 26 eV and 8.9 % at 40 eV. Both $m$ and counting time reduce the relative error at the optimum only as their fourth root, since the window must widen as the noise falls. This is a weak-step result; once the best window is so wide that $kL$ is well above 1, the gain is smaller.

This leads to the following guidance.

- Average as many endpoint channels as the spectrum allows while it stays close to linear across them. In the example this matters more than counting noise in the peak.
- For an absolute area, take $x_{\rm best}$ as a first estimate if the line is isolated and the background beneath it is flat apart from the Shirley step. The formula assumes Lorentzian tails; an asymmetric tail that is still strong at this distance adds bias and calls for a wider window.
- For a ratio between specimens, keep the same window. The iteration turns $J\to\lambda J+\text{constant}$ into $A\to\lambda A$, so the recovered fraction cancels if line shape and $k_0$ are the same. Then noise decides, and a window narrower than $x_{\rm best}$ is better: with $m=11$ the noise is about 2 % of the recovered area at $x=8$ eV and 5 % at 26 eV. It is smallest, about 1.4 %, near $x=3$ eV and rises again for narrower windows.
- With a sloping background, remove the slope first. Centring the window on the line is enough only for a small slope and a narrow window.

The last point has a simple estimate. A slope $q$ adds the area $qL^2/2$ and raises $D$ by $qL$. With $c$ held fixed, the area identity gives $\delta A\approx qL[c-(a+b)/2]$. For $q=10$ counts/eV and the window from $-10$ to 20 eV, the longer tail puts $c$ near 1 eV, which gives about $-12$ % of the true area; the iteration gives $-20$ %. For the window from $-10$ to 10 eV the estimate is $+1.1$ %, but the iteration gives $-0.01$ %. By the exact identity the centroid must then have moved from 0.54 to about 0.2 eV, and this shift cancels the estimate. The near-zero value belongs to these numbers and is not a general rule. In a window $[-x,x]$ the slope raises the step by $2qx$. If this extra step is placed at the line, $S$ changes by $q(E+x)$ below the line and by $q(E-x)$ above it. A small slope therefore moves the centroid by about $-qx^3/(3A)$, and the error grows quickly with the width: at $x=20$ eV the same slope costs about 13 % of the true area.

## A thin potassium film

The parameters are rough values in the regime of the K 2s level, which has no spin–orbit partner; its lifetime width is taken as 2 eV, which makes the tails important. A real film breaks the assumption of an isolated line, because potassium has plasmon losses inside the window. In atomic units, a fast electron of speed $v$ loses energy $\omega$ and momentum $q$ at the rate per path length

$$\frac1\lambda=\frac{2}{\pi v^2}\int d\omega\int\frac{dq}{q}\,{\rm Im}\frac{-1}{\varepsilon} .$$

For an undamped plasmon ${\rm Im}(-1/\varepsilon)=\frac{\pi}{2}\omega_p\,\delta(\omega-\omega_p)$, with $\omega_p=\sqrt{4\pi n}$ for electron density $n$. The limits $q=\omega_p/v$, from energy conservation, and $q\approx\omega_p/v_F$, where the plasmon decays into electron–hole pairs ($v_F$ is the Fermi speed), give $1/\lambda=(\omega_p/v^2)\ln(v/v_F)$. With two atoms per body-centred cubic cell, one free electron per atom and a lattice constant of about 5.3 angstrom, $\omega_p\approx4.3$ eV. For a photoelectron with a kinetic energy of about 1.1 keV, $\lambda$ is then just under 90 angstrom. In a film of 20 angstrom the mean path at normal emission is 10 angstrom, so the weight of bulk-plasmon losses during transport is about 11 %. These values depend on the model: a plasmon pole with dispersion and the full kinematic range of $q$ gives 75 angstrom and 13 %, while the measured plasmon energy of potassium, near 3.8 eV, gives 98 angstrom and 10 %. This is a free-electron estimate that leaves out other losses and the effect of the film surfaces on the bulk plasmon. Plasmons excited by the sudden creation of the core hole are not included, and they need not be small: the same undamped-plasmon model with cut-off $\omega_p/v_F$ gives them the bulk weight $1/(\pi v_F)\approx0.8$. This is a rough figure that ignores the film surfaces and the interference with transport losses.

Adding this satellite to the spectrum raises the recovered area by about 8 % of the true area. A surface-plasmon satellite with an assumed weight of 10 % adds a similar amount, and both together add about 16 %. The Shirley background counts most of such loss intensity as line, and this can hide the window bias without correcting it. If the analyser transmission falls as the inverse kinetic energy, it changes by 1.8 % across 20 eV. The two satellites considered already shift the area by about 16 %. Core-hole plasmons can shift it much further: a Poisson series of bulk losses raises the recovered area by about 20 % of the no-loss area for a total weight of 0.3, and by about 50 % for a total weight near 0.9. For such a film the plasmon structure has to be modelled before an absolute area is quoted. The numerical output lists the remaining windows and intermediate values.

## Values computed for the example and the checks

```
Line: asymmetry 0.20, cut-off 4.0 eV, Lorentz FWHM 2.0 eV, Gauss FWHM 0.5 eV
True area 10000 counts eV, base 2000 counts, step rate 0.010 /eV, channel 0.1 eV
Line maximum at 0.16 eV, height 2474 counts
Half widths: low side 1.12 eV, high side 1.41 eV
Window -10 to 10 eV: I_a 2031.4, I_b 2153.6 counts
Area by iteration 0-4 (counts eV): 9581.8, 8490.9, 8427.7, 8425.1, 8425.0
Converged area 8425.0 counts eV; from root k: 8425.0 counts eV
k = 0.01451 /eV; iterations to 1e-9 counts: 9
Largest error ratio per iteration 0.074, bound at fixed point 0.145
Centroid of recovered signal 0.535 eV
dA/dI_b: formula -10.104, numeric -10.104, step estimate -9.465 eV
dA/dI_a: formula -9.801, numeric -9.801, step estimate -10.535 eV
Window from -10 eV to b; areas and errors in % of true area
b (eV) | in window | recovered | predicted | sigma m=1 | sigma m=11
    6 | 88.68 | 75.40 | 75.66 | 4.97 | 1.52
   10 | 92.81 | 84.25 | 84.30 | 6.45 | 1.96
   14 | 94.34 | 87.93 | 87.94 | 7.99 | 2.42
   20 | 95.29 | 90.25 | 90.25 | 10.59 | 3.20
   30 | 95.91 | 91.62 | 91.61 | 15.59 | 4.70
Symmetric line (asymmetry 0), -10 to 10 eV: recovered 87.33 %
Lorentzian line, -30 to 40 eV: loss 3.71 %, tail law 3.71 %
Doniach-Sunjic line: area grows as window to the power 0.2005
Best window -x to x, m=1: x = 16 eV (estimate 14.2 eV), rms error 13.55 %
Best window -x to x, m=11: x = 26 eV (estimate 25.8 eV), rms error 7.17 %
Simulation of 3000 spectra, window -x to x; values in % of true area
x=10 eV, m=1: sigma simulated 6.37, formula 6.45, without endpoint noise 0.71, rms error 17.14
x=10 eV, m=11: sigma simulated 1.95, formula 1.96, without endpoint noise 0.71, rms error 15.94
x=8 eV, m=11: sigma simulated 1.60, formula 1.59, without endpoint noise 0.65, rms error 20.67
x=26 eV, m=11: sigma simulated 5.14, formula 5.09, without endpoint noise 1.10, rms error 7.36
x=40 eV, m=11: sigma simulated 8.22, formula 8.03, without endpoint noise 1.38, rms error 8.94
K film: lattice 5.33 angstrom, thickness 20 angstrom, photon 1487 eV, binding 378 eV
Bulk plasmon 4.27 eV, plasmon mean free path 87 angstrom, loss weight 11.5 %
Bulk plasmon at 4.27 eV: area change +8.42 % of true area
Surface plasmon, assumed weight 10 % at 3.02 eV: area change +7.98 % of true area
Background slope 10 counts/eV, window -10 to 10 eV: area change -0.01 %
Background slope 10 counts/eV, window -10 to 20 eV: area change -20.38 %
Transmission change over 20 eV if it falls as 1/kinetic energy: 1.8 %
```
